# Wick's theorem on the contour and initial states that break it

Take two fermion orbitals with number operators $N_1,N_2$ and no interaction between them. In the state $\rho\propto e^{-\lambda_1N_1-\lambda_2N_2}$ the weight is a product, so $\langle N_1N_2\rangle=\langle N_1\rangle\langle N_2\rangle$: a two-particle average follows from one-particle averages. Now take a statistical mixture, without coherence between the orbitals: one electron is in orbital 1 or in orbital 2, each with probability one half. Then $\langle N_1\rangle=\langle N_2\rangle=\tfrac12$, but $\langle N_1N_2\rangle=0$ instead of $\tfrac14$. The Hamiltonian is equally free of interactions in both cases; the difference lies in the density matrix. Wick's theorem extends the first factorization to any number of operators at any times, and its proof shows where the density matrix enters.

Set $\hbar=1$ and let $\eta=+1$ for bosons, $\eta=-1$ for fermions. The operators obey $c_ic_j^\dagger-\eta c_j^\dagger c_i=\delta_{ij}$ and $c_ic_j=\eta c_jc_i$. The contour runs from $t_0$ to $T$, back to $t_0$, and then down to $t_0-i\beta$; "later" means further along it. On all of it the Hamiltonian is quadratic,
$$H(z)=\sum_{ij}h_{ij}(z)c_i^\dagger c_j ,$$
with $h$ Hermitian, the same on both real-time branches, and equal to a constant $h^M$ on the vertical track. The chemical potential is included in $h^M$. With $i\partial_zU(z)=H(z)U(z)$ and $U=1$ at the start, the two real-time branches cancel and $U(\text{end})=e^{-\beta H^M}$. The initial state is $\rho=e^{-\beta H^M}/Z$. Operators carry the contour time as $c_i(z)=U^{-1}(z)c_iU(z)$, and $\mathcal T$ places later operators to the left with a factor $\eta$ for each exchange. Writing $k=(i_k,z_k)$, define
$$G_n(1..n;1'..n')=(-i)^n\langle\mathcal T\,c(1)\cdots c(n)\,c^\dagger(n')\cdots c^\dagger(1')\rangle,$$
and $G=G_1$. The claim is
$$G_n=\sum_P\eta^P\prod_{k=1}^nG(k;P(k)'),\tag{1}$$
a determinant for fermions ($\eta^P$ is then the sign of the permutation) and a permanent for bosons.

The equation of motion for $G_n$ has a smooth part and jumps. For the smooth part,
$$c_ic_k^\dagger c_j=\delta_{ik}c_j+\eta c_k^\dagger c_ic_j=\delta_{ik}c_j+c_k^\dagger c_jc_i ,$$
because $\eta^2=1$. Hence $[c_i,H]=\sum_jh_{ij}c_j$ and $i\partial_zc_i(z)=\sum_jh_{ij}(z)c_j(z)$.

A jump occurs when $z_1$ passes the time of another operator. To compare $c(1)$ with $c^\dagger(j')$, bring the latter next to the former in the string. It passes $n-j$ creators and $n-1$ annihilators, which gives $\eta^{2n-1-j}=\eta^{1+j}$. As $z_1$ moves from earlier to later than $z_j'$, the pair changes from $\eta c^\dagger c$ to $cc^\dagger$, a difference $\delta_{i_1j'}$. When $z_1$ passes another annihilator the difference is $c_ic_j-\eta c_jc_i=0$. Since $i(-i)^n=(-i)^{n-1}$, the result is the noninteracting Martin–Schwinger hierarchy,
$$[i\partial_{z_1}-h(z_1)]G_n=\sum_{j=1}^n\eta^{1+j}\delta(1,j')\,G_{n-1}(2..n;1'..\widehat{j'}..n'),\tag{2}$$
where the hat marks an omitted argument, $\delta(1,j')$ contains both the orbital and the contour delta function, and $G_0=1$.

A first-order equation needs one boundary condition. If $z_1$ is at the start, $c(1)$ must stand at the far right, which costs $\eta^{2n-1}=\eta$. If $z_1$ is at the end, it stands at the far left, and with $R$ for the ordered remainder
$$\mathrm{Tr}[U(\text{end})c(\text{end})R]=\mathrm{Tr}[c\,e^{-\beta H^M}R]=\mathrm{Tr}[e^{-\beta H^M}R\,c].$$
The two traces are equal, so
$$G_n(z_1=t_0)=\eta\,G_n(z_1=t_0-i\beta).\tag{3}$$
This is the Kubo–Martin–Schwinger (KMS) condition. The same argument gives it for each creator. It uses cyclicity and the fact that the evolution down the vertical track is the density matrix itself, up to $Z$.

For $n=1$, let $u(z)$ be the matrix with $i\partial_zu=hu$ and $u=1$ at the start, so that $u(\text{end})=e^{-\beta h^M}$. The general solution of (2) is $G=-iu(z)[\theta(z,z')+X]u^{-1}(z')$, where $X$ may still depend on $z'$. At the start $\theta=0$ and at the end $\theta=1$, so (3) requires
$$X=\eta e^{-\beta h^M}(1+X)\;\Rightarrow\;X=\eta f,\qquad f=(e^{\beta h^M}-\eta)^{-1}.$$
Therefore
$$G(z,z')=-iu(z)[\theta(z,z')+\eta f]u^{-1}(z').\tag{4}$$
The boundary condition has selected the Fermi or Bose function.

Now suppose (1) holds at order $n-1$, and call its right-hand side at order $n$ $W_n$. Expansion along the first row reads
$$W_n=\sum_j\eta^{1+j}G(1;j')\,W_{n-1}(2..n;1'..\widehat{j'}..n').$$
Acting with $i\partial_{z_1}-h(z_1)$ turns $G(1;j')$ into $\delta(1,j')$, and $W_{n-1}=G_{n-1}$ by assumption. So $W_n$ obeys (2), and it obeys (3) because each $G(1;j')$ does. The difference $D_n=G_n-W_n$ has no source and no jump in $z_1$; hence $D_n(z_1)=u(z_1)D_n(t_0)$, and (3) gives
$$(1-\eta e^{-\beta h^M})D_n(t_0)=0.\tag{5}$$
For fermions the eigenvalues $1+e^{-\beta\varepsilon}$ exceed 1, so $D_n=0$ and induction proves (1). For bosons $h^M$ must be positive, or $Z$ diverges; then $1-e^{-\beta\varepsilon}>0$ and the conclusion is the same. For a bosonic mode at $\varepsilon=0$ the argument breaks down: (5) has a nonzero solution, and the condition on $X$ becomes $X=1+X$, which has none, so $f$ diverges and $G$ does not exist.

As $\beta\to\infty$ with no zero eigenvalue of $h^M$, the fermionic $f$ becomes the projector on negative energies, and the theorem holds for the ground-state determinant. If $h^M$ has a zero eigenvalue, the limit keeps occupation $\tfrac12$ there: it is a mixture of particle numbers that still obeys (1).

A driven chain of four sites with spinless fermions gives concrete numbers. Energies are in units of the hopping $J$, times in $1/J$, and $\beta=2$, $t_0=0$, $T=1.5$. In $h^M$ the levels are $-0.5,0,0,0.5$ and the hopping elements are $-1$. For $0<t<0.7$ the levels are zero and $h_{i,i+1}=-e^{0.5i}$ (the $i$ in the exponent is the imaginary unit); afterwards levels $1,1,-1,-1$ are added. Choose 1: site 1, forward branch, $t=0.4$; 2: site 3, backward branch, $t=1.0$; $1'$: site 2, forward, $t=1.2$; $2'$: site 4, at $z=-0.5i$. Formula (4) with matrix exponentials gives
$$G(1;1')G(2;2')=0.0433-0.0635i,\qquad G(1;2')G(2;1')=-0.0001+0.0168i.$$
Their difference is $0.0434-0.0803i$. The ordered trace in the 16-dimensional Fock space, which makes no use of (1), also gives $G_2=0.0434-0.0803i$.

The proof can fail at two places. Any density matrix without zero eigenvalues can be written as $e^{-\beta H^M}/Z$, so (3) survives, but $H^M$ may contain an interaction. For fermions add $\tfrac12\sum_{j\ne k}v_{jk}N_jN_k$ with symmetric $v$. Its commutator with $c_i$ is $\sum_kv_{ik}N_kc_i$. On the vertical track $z=t_0-i\tau$ and $i\partial_z=-\partial_\tau$, so away from coinciding times
$$-\partial_\tau G(iz;1')-\sum_jh^M_{ij}G(jz;1')=-i\sum_kv_{ik}G_2(iz,kz;1',kz^+),$$
with $z^+$ just later than $z$. To see the sign, move $c_k^\dagger(z^+)$ left past two annihilators, which costs nothing, and use $c_ic_k=-c_kc_i$ to cancel the factor $(-i)^2=-1$. The equation for $G$ now contains $G_2$, that for $G_2$ contains $G_3$, and the hierarchy no longer closes order by order.

The second failure is in KMS. For fermions at fixed particle number, $\rho=P_Ne^{-\beta H^M}/Z_N$ with quadratic $H^M$ and $P_N$ the projector on $N$ particles. The hierarchy is unchanged, but cyclicity meets the projector: $P_Nc=cP_{N+1}$. Therefore
$$G^{(N)}(t_0-i\beta)=-\frac{Z_{N+1}}{Z_N}\,G^{(N+1)}(t_0),$$
which connects two ensembles instead of the two ends of one function. For the chain, $Z_3/Z_2=0.276$.

To treat every initial state of fermions at once, discard the vertical track and average with an arbitrary $\rho$ at $t_0$. Real-time evolution remains quadratic. Define
$$\Gamma_n(1..n;1'..n')=\langle c_{1'}^\dagger\cdots c_{n'}^\dagger c_n\cdots c_1\rangle,\qquad C_n=\Gamma_n-\det\Gamma_1,$$
where $\det\Gamma_1$ is the determinant with elements $\Gamma_1(k;j')$. With all times at $t_0$ and creators later, ordering moves $n$ creators past $n$ annihilators; reversing the order within both groups then gives the same sign twice, which cancels, so $G_n=(-i)^n(-1)^{n^2}\Gamma_n=i^n\Gamma_n$. Likewise $G=i\Gamma_1$, so $D_n=i^nC_n$ there.

Let $n$ be the lowest order at which (1) fails. Lower orders being correct, the row expansion removes all sources from the equation of $D_n$ in each annihilator argument, and the column expansion does so for each creator. What remains is free propagation:
$$D_n=i^n\sum_{a,b}\Big[\prod_ku_{i_ka_k}(t_k)\Big]C_n(a;b)\Big[\prod_ku^*_{j_kb_k}(t_k')\Big].\tag{6}$$
At this lowest order the error depends on the physical times but not on branch or ordering; at higher orders the lower errors act as sources, and it can depend on both. Since $u$ is unitary, the equal-time tensor keeps its norm: the error can move between observables, but free evolution does not erase it.

The theorem thus holds at all orders precisely when every $C_n$ vanishes. For a finite number of orbitals this can be solved. Choose the natural orbitals, with operators $d_a$ and $N_a=d_a^\dagger d_a$, in which $\Gamma_1$ is diagonal with elements $n_a$. If all $C_n=0$, the average of $d_{b_1}^\dagger\cdots d_{b_n}^\dagger d_{a_n}\cdots d_{a_1}$ vanishes unless the two index sets coincide, and for equal sets in equal order it is the product of their $n_a$. These averages fix all matrix elements of $\rho$ between states of equal particle number: each operator $|A\rangle\langle B|$ between such occupation states is a string of creators, the vacuum projector $\prod_a(1-N_a)$, and a string of annihilators, which expands into the operators just listed. The product state
$$\rho_\Pi=\prod_a[n_aN_a+(1-n_a)(1-N_a)]\tag{7}$$
has the same averages. Hence the number-conserving part of $\rho$ is $\rho_\Pi$. Conversely, (7) gives $C_n=0$ for every $n$. For $0<n_a<1$ it is $e^{-\sum_a\lambda_aN_a}$, normalized, with $\lambda_a=\ln[(1-n_a)/n_a]$; occupations 0 and 1 are limits. The exponent need not be related to the Hamiltonian, so equilibrium is not required. Elements of $\rho$ between different particle numbers do not enter $G_n$.

A sum rule makes one class of failures visible. From $\sum_{ab}c_a^\dagger c_b^\dagger c_bc_a=N^2-N$ and $\sum_{ab}[\Gamma_{aa}\Gamma_{bb}-\Gamma_{ab}\Gamma_{ba}]=\langle N\rangle^2-\mathrm{Tr}\,\Gamma_1^2$,
$$\sum_{ab}C_2(ab;ab)=\mathrm{Var}\,N-\mathrm{Tr}\,\Gamma_1(1-\Gamma_1).\tag{8}$$
At fixed $N$ the variance is zero, so $C_2=0$ requires $\sum_an_a(1-n_a)=0$. Every occupation is then 0 or 1: the state is a single determinant. A canonical ensemble at finite temperature, though free of interactions, therefore violates the theorem unless the orbitals are all empty or all filled. For the chain with $N=2$, Wick's theorem assigns to the total number a variance of 0.153, while the true one is zero. In a long uniform chain of $M$ sites at half filling and the same temperature, $\mathrm{Tr}\,\Gamma_1(1-\Gamma_1)$ grows as $M$ but is shared among about $M^2$ terms. The element of $C_2$ for a neighbouring pair falls as $1/M$, so for such local averages the failure is a finite-size effect.

The following norms are root sums of squares over increasing index sets, computed from Fock-space matrices. Orbitals 1 to 4 are the eigenvectors of $h^M$ in rising energy, and $\{1,2\}$ denotes the determinant filling the first two. The interacting state has $V=2J$ between neighbouring sites.

| Initial state | $\lVert C_2\rVert$ | $\lVert C_3\rVert$ | $\lVert C_4\rVert$ |
|---|---|---|---|
| $\{1,2\}+\{1,3\}$, superposed | 0 | 0 | 0 |
| $\{1,2\}+\{3,4\}$, superposed | 0.935 | 0.250 | 0.0625 |
| $\{1,2\}$ or $\{1,3\}$, mixed | 0.250 | 0.250 | 0 |
| canonical, $N=2$ | 0.060 | 0.067 | 0.0006 |
| interacting thermal | 0.102 | 0.023 | 0.0003 |
| uniform, even $N$ | 0 | 0 | 0.0625 |

The first state passes because $d_1^\dagger(d_2^\dagger+d_3^\dagger)|0\rangle$ is again one determinant. The mixture of the same two determinants repeats the opening example: $\langle N_2N_3\rangle-n_2n_3=0-\tfrac14$. In the last row all eight occupation states with even $N$ are equally likely. Each of the eight patterns of any three occupations is completed by parity in exactly one way and so has probability $\tfrac18$. Three occupations are therefore independent, and since $\rho$ is diagonal in the occupations, $C_2=C_3=0$; but all four sites are filled with probability $\tfrac18$, not $\tfrac1{16}$. Checking two-particle functions alone is therefore insufficient.

A paired state, $\rho\propto e^{-\beta K}$ with $K$ quadratic but containing $c^\dagger c^\dagger+cc$, is a different case. The equations remain linear if $c$ and $c^\dagger$ are treated as one vector, and the same induction gives a sum over all pairings, including $F_{ik}=\langle c_kc_i\rangle$. The average $\langle c_j^\dagger c_l^\dagger c_kc_i\rangle$ thus acquires the extra term $F_{ik}F_{jl}^*$, so $C_2(ik;jl)=F_{ik}F_{jl}^*$. Formula (1) fails when $F\ne0$, but the theorem with anomalous contractions holds.

The error reaches measurable fluctuations. For the number $N_L$ on sites 1 and 2, Wick's theorem predicts $\sum_{i\in L}\Gamma_{ii}-\sum_{i,k\in L}|\Gamma_{ik}|^2$, where $\Gamma$ is the true one-particle matrix at time $t$. Evolving the chain without interaction gives

| Initial state | $t$ ($1/J$) | true variance | Wick |
|---|---|---|---|
| grand canonical | 1.5 | 0.308 | 0.308 |
| canonical, $N=2$ | 0 | 0.149 | 0.179 |
| canonical, $N=2$ | 1.5 | 0.264 | 0.277 |
| interacting thermal | 0 | 0.162 | 0.225 |
| interacting thermal | 1.5 | 0.250 | 0.246 |

For the interacting state the initial error is 38% of the true variance; at $t=1.5$ it is below 2% and has changed sign. This is not a return to Wick's theorem: by (6) the norm of $C_2$ is unchanged, while this variance samples only one independent element, $C_2(12;12)$ in site indices, which has changed from $-0.031$ to $0.002$.

For bosons at fixed particle number, even a state with all particles in one orbital violates (1). A single mode holding $N$ bosons has $\langle b^\dagger b^\dagger bb\rangle=N(N-1)$, whereas the permanent gives $2N^2$. For $N=3$ these are 6 and 18. The two disagree for every $N\ge1$, so a filled bosonic orbital, unlike a filled fermionic one, cannot serve as a Wick reference state.
